# Franck-Condon overlaps by upward recursion, and where they lose precision

## One displaced oscillator, by hand

Take one vibrational mode in two electronic states. Both potential curves are parabolas of frequency $\omega$, and their minima are displaced. With $\hbar=1$ and $Q$ the mass-weighted coordinate measured from the initial minimum, let the final coordinate be $Q'=Q+K$ with $K>0$. A prime marks the final state. The lowering operators are

$$a=\frac{\omega Q+iP}{\sqrt{2\omega}},\qquad a'=\frac{\omega Q'+iP}{\sqrt{2\omega}}=a+g,\qquad g=\sqrt{\omega/2}\,K .$$

The Huang-Rhys factor is $S=g^2=\omega K^2/2$.

The overlap $\langle m'|n\rangle$ joins $m$ final quanta to $n$ initial quanta. Since $a|0\rangle=0$, we have $a'|0\rangle=g|0\rangle$. Projecting on $\langle m'|$, and using $\langle m'|a'=\sqrt{m+1}\,\langle (m+1)'|$, gives

$$\sqrt{m+1}\,\langle (m+1)'|0\rangle=g\,\langle m'|0\rangle,\qquad \langle m'|0\rangle=\frac{g^m}{\sqrt{m!}}\langle 0'|0\rangle .$$

The squares must add to one, so $\langle0'|0\rangle^2e^{S}=1$. Both ground functions are positive Gaussians, hence $\langle 0'|0\rangle=e^{-S/2}$.

To raise the initial state, use $a^\dagger=a'^\dagger-g$:

$$\sqrt{n+1}\,\langle m'|n+1\rangle=\sqrt m\,\langle (m-1)'|n\rangle-g\,\langle m'|n\rangle. \tag{1}$$

The first four entries of the table are therefore

$$\langle0'|0\rangle=e^{-S/2},\quad \langle1'|0\rangle=g e^{-S/2},\quad \langle0'|1\rangle=-g e^{-S/2},\quad \langle1'|1\rangle=(1-S)e^{-S/2}.$$

Completeness can be checked for the column $n=1$. Because $\sqrt m\,\langle(m-1)'|0\rangle=(m/g)\langle m'|0\rangle$, equation (1) gives $\langle m'|1\rangle=\frac{m-S}{g}\langle m'|0\rangle$. The squared sum is the variance of a Poisson distribution of mean $S$, divided by $S$, which is one.

The minus sign in (1) matters later: a column with $n>0$ is formed by subtraction.

## The general 0-0 integral

Now let there be $N$ modes with initial frequencies $\Gamma=\mathrm{diag}(\omega_i)$, final frequencies $\Gamma'=\mathrm{diag}(\omega'_i)$, and

$$Q'=JQ+K,$$

where $J$ is an orthogonal (Duschinsky) matrix. We assume harmonic surfaces and an electronic matrix element independent of $Q$ (the Condon approximation).

The oscillator functions are $\phi_n=(\omega/\pi)^{1/4}(2^nn!)^{-1/2}H_n(x)e^{-x^2/2}$ with $x=\sqrt\omega Q$. Setting $y=t/\sqrt2$ in $\sum_nH_n(x)y^n/n!=e^{2xy-y^2}$ gives

$$\sum_n\frac{t^n}{\sqrt{n!}}\phi_n(Q)=\Big(\frac{\omega}{\pi}\Big)^{1/4}\exp\!\Big(-\frac{\omega Q^2}{2}+\sqrt{2\omega}\,tQ-\frac{t^2}{2}\Big).$$

Use one variable $s_i$ for each final mode and one $t_i$ for each initial mode, and collect them as $z=(s,t)$. Stack the scaled coordinates in the same order:

$$y=\begin{pmatrix}\Gamma'^{1/2}Q'\\ \Gamma^{1/2}Q\end{pmatrix}=BQ+\kappa,\qquad B=\begin{pmatrix}\Gamma'^{1/2}J\\ \Gamma^{1/2}\end{pmatrix},\qquad \kappa=\begin{pmatrix}\Gamma'^{1/2}K\\0\end{pmatrix}.$$

The exponent of the product of all generating functions is a completed square,

$$-\tfrac12|y|^2+\sqrt2\,z^Ty-\tfrac12|z|^2=-\tfrac12|y-\sqrt2z|^2+\tfrac12|z|^2 .$$

Put $w=\kappa-\sqrt2z$, $A=B^TB$ and $\Pi=BA^{-1}B^T$. The matrix $\Pi$ projects on the columns of $B$. Then $BQ+w=B(Q+A^{-1}B^Tw)+(1-\Pi)w$, and the two parts are orthogonal. Shifting $Q$ leaves a standard Gaussian integral:

$$\int e^{-|BQ+w|^2/2}\,d^NQ=\frac{(2\pi)^{N/2}}{\sqrt{\det A}}\,e^{-w^T(1-\Pi)w/2}.$$

Expand $w$. The terms quadratic in $z$ are $-z^T(1-\Pi)z+\tfrac12z^Tz=\tfrac12z^T(2\Pi-1)z$. The linear term is $\sqrt2\,z^T(1-\Pi)\kappa$. Therefore

$$G(z)=\sum_{\mathbf n}\frac{z^{\mathbf n}}{\sqrt{\mathbf n!}}\langle\mathbf n\rangle=I_{00}\,e^{\frac12z^TMz+v^Tz},\qquad M=2\Pi-1,\quad v=\sqrt2(1-\Pi)\kappa, \tag{2}$$

where $\mathbf n$ lists the $N$ final and then the $N$ initial quanta, and $\langle\mathbf n\rangle$ is their overlap. The constant exponent is $-\frac12\kappa^T(1-\Pi)\kappa=-|v|^2/4$, since $(1-\Pi)^2=1-\Pi$. The normalization factors supply $\pi^{-N/2}(\det\Gamma\det\Gamma')^{1/4}$, so

$$I_{00}=2^{N/2}\frac{(\det\Gamma\,\det\Gamma')^{1/4}}{\sqrt{\det A}}\,e^{-|v|^2/4}. \tag{3}$$

For the opening example every element of $\Pi$ is $\frac12$. Then $M$ has zeros on its diagonal and ones off it, $v=(g,-g)$, and $I_{00}=e^{-S/2}$, as before.

The opposite limit is one mode with $K=0$ but $\omega'\neq\omega$. Then $v=0$, and the final-final element of $M$ is $r=(\omega'-\omega)/(\omega'+\omega)$. Expanding (2) with $t=0$ gives no odd final quanta from the initial ground state, which is parity, and $\langle2'|0\rangle=rI_{00}/\sqrt2$.

## The recursion

Differentiate (2): $\partial G/\partial z_k=(v_k+\sum_lM_{kl}z_l)G$. Compare coefficients of $z^{\mathbf n}/\sqrt{\mathbf n!}$. Differentiation turns the term $\mathbf n+e_k$ into this power with the factor $(n_k+1)/\sqrt{n_k+1}$. Multiplication by $z_l$ lifts the term $\mathbf n-e_l$ with the factor $\sqrt{n_l}$. Hence

$$\sqrt{n_k+1}\,\langle\mathbf n+e_k\rangle=v_k\langle\mathbf n\rangle+\sum_lM_{kl}\sqrt{n_l}\,\langle\mathbf n-e_l\rangle. \tag{4}$$

This recursion treats initial and final modes alike. The procedure is:

1. Build $B$, $\Pi$, $M$, $v$ and $I_{00}$.
2. With all other quanta zero, raise the first final mode to its limit.
3. For every entry so far, raise the next final mode. Continue through the final modes and then the initial modes.

Each new entry needs lower entries alone, so cutting the table at some $\mathbf n$ introduces no error into the entries kept.

## Two modes with rotation

Take initial energies of 40 and 55 meV, final energies of 35 and 60 meV, shifts $K=(1.0,0.4)$ amu$^{1/2}$ Å, and

$$J=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix},\qquad\theta=25^\circ .$$

With $\hbar^2/(\text{amu Å}^2)=4.180$ meV, the first Huang-Rhys factor is $S_1=35\times1.0^2/(2\times4.180)=4.19$. The second is $S_2=1.15$.

Equations (2) and (3) give $I_{00}=0.051621$, $v_1=2.30626$, $v_2=1.11792$ and $M_{12}=-0.06058$. From (4),

$$\langle10'|00\rangle=2.30626\times0.051621=0.11905,$$
$$\langle01'|00\rangle=1.11792\times0.051621=0.05771,$$
$$\langle11'|00\rangle=1.11792\times0.11905-0.06058\times0.051621=0.13309-0.00313=0.12996 .$$

Direct two-dimensional quadrature of the wavefunctions, for up to five quanta in each final mode and two in each initial mode, agrees with the recursion to $2\times10^{-15}$.

Setting $J=1$ while holding the frequencies and $K$ fixed raises the 0-0 overlap from 0.0516 to 0.0618. The 0-0 intensity without rotation is thus larger by a factor $(0.0618/0.0516)^2\approx1.4$. This direction is not general: with $\theta=-25^\circ$ and the same $K$ the overlap is 0.0673, above the unrotated value. The rotation also supplies the coupling $M_{12}$, which is zero for $J=1$.

## Sum rules

For any initial state, $\sum_{m}|\langle m'|n\rangle|^2=1$. Energy moments test the frequencies and shifts as well. Since $J$ is orthogonal, the kinetic energy is the same in both sets of coordinates, and $H'-H$ is a function of position:

$$W=\tfrac12Q^TCQ+f^TQ+\tfrac12K^T\Gamma'^2K,\qquad C=J^T\Gamma'^2J-\Gamma^2,\quad f=J^T\Gamma'^2K .$$

In an initial eigenstate $\langle Q_iQ_j\rangle=\delta_{ij}(n_i+\frac12)/\omega_i$ and $\langle Q\rangle=0$, so

$$\langle H'\rangle=\sum_i\omega_i(n_i+\tfrac12)+\tfrac12\sum_iC_{ii}\frac{n_i+\frac12}{\omega_i}+\tfrac12K^T\Gamma'^2K. \tag{5}$$

For the initial ground state $H|0\rangle=E_0|0\rangle$, and therefore $(H'-\langle H'\rangle)|0\rangle=(W-\langle W\rangle)|0\rangle$. The two variances are equal. With $\Sigma=\Gamma^{-1}/2$, the Gaussian fourth moment minus the product of second moments is $\Sigma_{ik}\Sigma_{jl}+\Sigma_{il}\Sigma_{jk}$. Contracted with $\frac14C_{ij}C_{kl}$ it gives the first term of

$$\mathrm{Var}(H')=\tfrac12\mathrm{Tr}(C\Sigma C\Sigma)+f^T\Sigma f .$$

The cross term is odd in $Q$ and vanishes.

In the example the displacement term is $S_1\omega_1'+S_2\omega_2'=4.186\times35+1.148\times60=215.4$ meV. The two zero-point energies are equal here, 47.5 meV each, and the $C$ term adds 1.0 meV. The mean lies 216.4 meV above the final zero-point level, with an rms width of 89.9 meV. Explicit sums over the overlaps reproduce (5) for the initial states 00 and 21, and the variance for 00.

Completeness also shows whether the final levels suffice. For the initial ground state, $12\times8$ levels miss $4.8\times10^{-4}$ of the norm, and $20\times14$ levels miss $1.4\times10^{-8}$.

## Why high initial quanta lose precision

Round-off errors in the inputs do little harm. If $M_{kl}=M_{lk}$ with $k\ne l$ are changed together, (2) gives $\partial G/\partial M_{kl}=z_kz_lG$, and likewise $\partial G/\partial v_k=z_kG$, so

$$\frac{\partial\langle\mathbf n\rangle}{\partial M_{kl}}=\sqrt{n_kn_l}\,\langle\mathbf n-e_k-e_l\rangle,\qquad \frac{\partial\langle\mathbf n\rangle}{\partial v_k}=\sqrt{n_k}\,\langle\mathbf n-e_k\rangle .$$

Overlaps do not exceed one in magnitude, so these derivatives grow no faster than linearly with the quanta.

Rounding during the recursion behaves differently. Return to the displaced oscillator and let $\psi_n$ be the column of numbers $\langle m'|n\rangle$ over $m$. Equation (1) reads $\psi_{n+1}=a^\dagger\psi_n/\sqrt{n+1}$. An error $\delta$ made in column $p$ becomes, at column $n$,

$$\delta_n=\sqrt{p!/n!}\,(a^\dagger)^{n-p}\delta .$$

Model the rounding as independent relative noise of rms size $\epsilon$ on each entry. Its mean squared effect is

$$\epsilon^2\,\frac{p!}{n!}\sum_m\langle m'|p\rangle^2\,\big\|(a^\dagger)^{n-p}|m'\rangle\big\|^2 .$$

The sum over $m$ has no interference terms. It equals the average over $\varphi$ of the squared norm of $(a^\dagger)^{n-p}e^{i\varphi a'^\dagger a'}|p\rangle$, because the average removes all cross terms. This operator rotates phase space about the displaced centre, and it transforms $a^\dagger=a'^\dagger-g$ into

$$e^{-i\varphi}a'^\dagger-g=e^{-i\varphi}(a^\dagger+\beta),\qquad\beta=g(1-e^{i\varphi}),\qquad|\beta|^2=4S\sin^2(\varphi/2).$$

Expand $(a^\dagger+\beta)^{n-p}|p\rangle$ by the binomial theorem. The term with $\beta^l$ is proportional to the state $|n-l\rangle$, with squared norm $\binom{n-p}{l}^2|\beta|^{2l}(n-l)!/p!$, and different $l$ are orthogonal. The average of $(4\sin^2\frac\varphi2)^l$ is $\binom{2l}{l}$. The squared gain is thus

$$F_{p\to n}=\sum_{l=0}^{n-p}\binom{n-p}{l}^2\binom{2l}{l}S^l\,\frac{(n-l)!}{n!}. \tag{6}$$

Propagating every single perturbation explicitly confirms (6) to one part in $10^8$ for $S=10$, $n=20$ and $p=0$ and 3.

The term $l=0$ is always one, and each term with $l\ge1$ falls as $p$ grows, so noise in the first column is amplified most. For $p=0$ the terms are $\binom nl\binom{2l}l S^l/l!$. For fixed $S$ and very large $n$, use $\binom{2l}l\approx4^l$ and $\binom nl\approx n^le^{-l^2/2n}/l!$, leaving out powers. The factor $(4nS)^l/(l!)^2$ peaks at $l\approx2\sqrt{nS}$ with value $e^{4\sqrt{nS}}$, and the remaining factor is $e^{-2S}$. The amplitude gain is the square root,

$$\text{gain}\sim e^{2\sqrt{nS}-S}\qquad(n\to\infty\ \text{at fixed }S,\ \text{powers omitted}).$$

Physically, rounding scrambles the phases between final levels. Part of the scrambled state lies far from the initial minimum, at high initial energy, and there $a^\dagger$ multiplies by more than the divisor $\sqrt{n+1}$ removes.

At moderate $n$ the sum (6) itself should be used. The forecast error is $u\big(\sum_{p\le n}F_{p\to n}\big)^{1/2}$, where $u=2^{-53}\approx1.1\times10^{-16}$ is the unit round-off of double precision. The model leaves out how cancellation in (1) changes the local noise, so this is an estimate. For $S=10$ and $n$ from 10 to 50 it lies above the measured error by a factor between one and two. The measured values depend on how the inputs are rounded and the arithmetic is arranged: the errors quoted below can change by a factor of two, and the threshold values of $n$ by one. The table gives the first $n$ at which the absolute error of a column, in the Euclidean norm over $m$, exceeds $10^{-8}$.

| $S$ | measured $n$ | forecast $n$ |
|---|---|---|
| 4 | 38 | 36 |
| 10 | 21 | 20 |
| 20 | 15 | 15 |

The reference columns come from diagonalization, described below. For $S=10$ the error is $6\times10^{-9}$ at $n=20$ and 0.025 at $n=50$. It sits where the final quanta are high as well: at $n=50$ it is largest for $m$ somewhat above $n$, while the entries with $m\le10$ have absolute errors below $10^{-16}$. Repeating the recursion with 50 digits from the same double-precision inputs keeps it below $2\times10^{-14}$ for all $n<60$. Rounding inside the recursion is therefore the cause.

For pure displacement, high final quanta reached from the initial ground state are not affected in this way, because the column $n=0$ is a product without subtraction. At $S=10$ its relative error stays below $7\times10^{-14}$ up to $m=150$.

## A sum rule that warns late

The component of the error along the true column is

$$\langle n|\delta_n\rangle=\sqrt{p!/n!}\,\langle n|(a^\dagger)^{n-p}|\delta\rangle=\langle p|\delta\rangle,$$

because $a^{n-p}|n\rangle=\sqrt{n!/p!}\,|p\rangle$. It is not amplified. In the norm $|\psi_n+\delta_n|^2$ the linear term stays near round-off, and the defect is essentially $|\delta_n|^2$. For $S=10$ and $n=40$ the error is $2.8\times10^{-4}$ and the defect $7.9\times10^{-8}$, its square. The defect passes $10^{-8}$ at $n=38$, whereas the error did so at $n=21$.

A better check uses the eigenvalue equation $a^\dagger a\,\psi_n=n\psi_n$. In the final basis

$$a^\dagger a=(a'^\dagger-g)(a'-g)=a'^\dagger a'-g(a'+a'^\dagger)+S,$$

which is tridiagonal. If $\delta_n$ has components $d_j$ on the initial states $|j\rangle$, the residual has squared norm $\sum_j(j-n)^2d_j^2$. It is linear in the error and gives high components extra weight. For $S=10$ it passes $10^{-8}$ at $n=15$, before the error does.

The same matrix offers a cure. Its eigenvectors are the overlap columns up to a sign, provided the basis reaches well beyond the occupied final levels. Equation (1) makes each column positive at large $m$, so the sign is fixed by making the outermost entries that stand clearly above round-off positive. Entries still farther out are numerical noise and must not be used for this. For several modes, $H$ written in the final basis plays this role for levels that are not degenerate. The two-mode example does have degenerate levels: since $11\times40=8\times55$, the initial levels 11,0 and 0,8 coincide, and diagonalizing $H$ returns arbitrary mixtures of them. The number operator of one initial mode must then be diagonalized within each degenerate group. The matrix also grows with the product of the basis sizes. The alternative is to carry more digits: about $\log_{10}$ of the gain beyond the accuracy wanted.

In the two-mode example, raising initial mode 1 with mode 2 empty brings the error above $10^{-8}$ at $n_1=39$. Formula (6) does not cover distortion and rotation, so this level is a measurement. At $n_1=49$ the error is $2.7\times10^{-7}$, but the norm defect is $8\times10^{-16}$, smaller even than the squared error. This is an accident. The table is cut at $130\times60$ final levels, and even with 50 digits it misses $7\times10^{-14}$ of the norm because of this cut. The deficit offsets the squared error, which is also $7\times10^{-14}$. With $150\times72$ final levels the defect is $8\times10^{-14}$, close to the squared error. A satisfied norm is no proof of accurate overlaps here either.

## What this means for a defect in silicon

The two modes are model values for a deep centre in silicon, not fitted to a particular defect, with phonon energies inside the range of the host. A total Huang-Rhys factor near 5 stands for strong relaxation.

At 300 K the initial ground level holds 69% of the population, so hot levels must be included. Levels with $n_1\ge39$ hold $6\times10^{-27}$, and the loss found above does not matter for this thermal average. Heating alone does not change this for one displaced 40 meV mode with $S=4.2$: with 150 initial levels, the absolute errors of its thermal line intensities add up to about $10^{-13}$ even at 1600 K, and to $3\times10^{-12}$ with 300 levels. With $S=10$ at 1000 K the same sum is wrong by $5\times10^{-5}$ with 150 levels and by $2\times10^{-4}$ with 300, because levels of negligible population carry huge errors; they should be left out. Keeping 60 levels brings the error down to $10^{-11}$. The loss can also matter for non-thermal initial states, or for capture through very small overlaps, where an absolute error of $10^{-8}$ may exceed the overlap itself.

At 300 K, where the ground level dominates, anharmonicity can matter far more than the numerical errors. For mode 1 alone, without rotation and starting from its initial ground level, replace the final parabola by a Morse curve of equal curvature and depth 2.3 eV, roughly one Si-Si bond. The mean final energy above the lowest level changes from 147 meV to 110 meV if the bond is stretched in the initial geometry relative to the final minimum, and to 198 meV if it is compressed there. About a quarter of the intensity moves between levels. This case is severe in that one bond carries the whole motion, but it is not an upper bound: a shallower Morse curve of the same curvature gives larger shifts. If the motion is shared equally by $b$ like bonds, each moves by $1/\sqrt b$ of the amplitude, and the total cubic term falls as $b(1/\sqrt b)^3=1/\sqrt b$.

A real centre also couples to a continuum of phonons, which broadens the discrete lines and is needed for a capture rate. That continuum and the dependence of the electronic matrix element on $Q$ are left out here, and their size has not been estimated. The remaining values are in the numerical output.

## Computed values

```
initial mode energies (meV): [40. 55.]
final mode energies (meV): [35. 60.]
rotation (degrees): 25.0
shifts (amu^1/2 Angstrom): [1.  0.4]
hbar^2/(amu Angstrom^2) = 4.18016 meV
Huang-Rhys factors w'K^2/2: [4.1864 1.1483]
v (final 1,2; initial 1,2): [ 2.30626  1.11792 -1.37655 -1.83575]
M row 1: [-0.09543 -0.06058  0.89732  0.42665]
M row 2: [-0.06058  0.07242 -0.42875  0.89847]
M row 3: [ 0.89732 -0.42875  0.01735  0.10334]
M row 4: [0.42665 0.89847 0.10334 0.00566]
0-0 overlap = 0.051621, squared = 2.664730e-03
<10'|00> rotated 0.119052, J=1 0.134920
<01'|00> rotated 0.057708, J=1 0.063364
<11'|00> rotated 0.129963, J=1 0.138292
0-0 overlap with J=1 = 0.061820
largest deviation from quadrature = 2.3e-15
mean energy above final zero point, n=00: 216.415 meV
same for n=21: 354.016 meV
rms width, n=00: 89.853 meV
missing norm, 12x8 final levels: 4.82e-04
missing norm, 20x14 final levels: 1.37e-08
missing norm, 60x45 final levels: 1.3e-15
displaced oscillator, first n with column error > 1e-8:
  S=4: measured n=38, forecast n=36
  S=10: measured n=21, forecast n=20
  S=20: measured n=15, forecast n=15
  S=10 n=10: error 4.6e-12, forecast 7.6e-12, norm defect 1.9e-15
  S=10 n=20: error 6.1e-09, forecast 1.1e-08, norm defect 2.0e-15
  S=10 n=30: error 1.9e-06, forecast 3.7e-06, norm defect 3.6e-12
  S=10 n=40: error 2.8e-04, forecast 5.7e-04, norm defect 7.9e-08
  S=10 n=50: error 2.5e-02, forecast 5.1e-02, norm defect 6.3e-04
S=10 residual > 1e-8 from n=15
S=10 norm defect > 1e-8 from n=38
S=10 largest error with 50 digits, n<60: 1.6e-14
S=10 cold column relative error, m<=150: 6.9e-14
two modes: error > 1e-8 from n1=39 (n2=0)
  error 1.4e-08, norm defect 4.9e-15
  at n1=49: error 2.7e-07, norm defect 7.8e-16
temperature 300 K, kT = 25.852 meV
thermal weight of n1>=39: 6.2e-27
thermal weight of ground level 00: 0.6934
Morse depth (rough single bond) = 2.3 eV
mode 1 mean energy, harmonic: 146.68 meV
mode 1 mean energy, stretch: 110.30 meV
mode 1 mean energy, compress: 197.72 meV
mode 1 intensity moved by stretch Morse: 0.239
mode 1 intensity moved by compress Morse: 0.255
```
